Coulomb Sturmians: a complete discrete radial basis with tridiagonal matrices

**1. The physical situation**

A weak static electric field polarizes a hydrogen atom by mixing p states into the 1s state. Perturbation theory writes the polarizability as a sum over all p states. The bound p states, infinitely many of them, supply only 81 % of it. The rest comes from the continuum, although the polarized atom is still confined near the nucleus.

The question is whether a countable set of decaying functions can do the whole job. It can if the energy is held fixed and the nuclear charge, instead of the energy, is the eigenvalue. The resulting functions are the Coulomb Sturmians.

**2. The equation and its solutions**

We use Hartree atomic units and real reduced radial functions u(r) = rR(r) with u(0) = 0. The integer l ≥ 0 and the number k > 0 are fixed throughout a basis. Integrals over r run from 0 to ∞. Let

T = −½ d²/dr² + l(l+1)/(2r²).

We seek the values of ν for which

(T + k²/2) S = (νk/r) S

has a solution regular at the origin and decaying at infinity. The energy is −k²/2 and the charge is νk.

Put x = 2kr, so that d²/dr² = 4k² d²/dx² and 1/r = 2k/x. Dividing the equation by −2k² gives

d²S/dx² + [−1/4 + ν/x − l(l+1)/x²] S = 0.

Regularity at 0 and decay at infinity suggest S = x^(l+1) e^(−x/2) w(x). With q = (l+1)/x − ½, two differentiations give

S″ = x^(l+1) e^(−x/2) {w″ + 2q w′ + [q² − (l+1)/x²] w}.

The square bracket equals l(l+1)/x² − (l+1)/x + 1/4. Its first and last terms cancel against the equation, and multiplication by x leaves

x w″ + (2l+2−x) w′ + (ν−l−1) w = 0.

For w = Σ c_j x^j this requires

c_(j+1) = c_j (j+l+1−ν) / [(j+1)(j+2l+2)].

If the series does not terminate, its late coefficients have one sign, and for any ε > 0 their ratio eventually exceeds (1−ε)/(j+1). Then |w| grows at least as fast as e^((1−ε)x), apart from a polynomial, and S diverges. Termination at degree p requires ν = n with

n = l+1+p, p = 0, 1, 2, …

The polynomial is, up to a factor, the Laguerre polynomial with a = 2l+1,

L_p^a(x) = Σ_j (−1)^j C(p+a, p−j) x^j/j!,

where C is the binomial coefficient: its coefficient ratio is −(p−j)/[(j+1)(j+a+1)], as required. We define

S_n = N_n x^(l+1) e^(−x/2) L_(n−l−1)^(2l+1)(x),
N_n² = (n−l−1)!/(n+l)!.

All members decay with the same exponent k. Increasing n adds nodes and raises the charge nk.

**3. Orthogonality with weight 1/r**

Multiply the equation for S_n by S_m, subtract the same with m and n exchanged, and integrate. The kinetic terms cancel after two integrations by parts, because the boundary terms vanish at both ends. What remains is

(n−m) k ∫ S_m S_n dr/r = 0.

The weight is 1/r because 1/r multiplies the eigenvalue. To fix the norm we use the generating function

G(t) = Σ_p t^p L_p^a(x) = (1−t)^(−a−1) exp[−xt/(1−t)].

It follows by expanding the exponential: the coefficient of t^(p−j) in (1−t)^(−a−1−j) is C(p+a, p−j). Since

1 + t/(1−t) + s/(1−s) = (1−ts)/[(1−t)(1−s)],

the elementary integral over x gives

∫ x^a e^(−x) G(t)G(s) dx = a! (1−ts)^(−a−1) = Σ_p [(p+a)!/p!] (ts)^p.

The squared norm of L_p^a is thus (p+a)!/p! = (n+l)!/(n−l−1)!. As dr/r = dx/x and x^(2l+2)/x = x^a, the factor N_n² makes

∫ S_m S_n dr/r = δ_mn.

**4. The tridiagonal matrices**

Differentiating G with respect to t gives

(1−t)² ∂G/∂t = [(a+1)(1−t) − x] G.

The coefficient of t^p reads

(p+1)L_(p+1) − 2pL_p + (p−1)L_(p−1) = (a+1)(L_p − L_(p−1)) − xL_p,

with the upper index a understood. Hence

xL_p = (2p+a+1)L_p − (p+1)L_(p+1) − (p+a)L_(p−1).

Here 2p+a+1 = 2n, p+1 = n−l and p+a = n+l. The normalization ratios are

N_n/N_(n+1) = [(n+l+1)/(n−l)]^½,
N_n/N_(n−1) = [(n−l−1)/(n+l)]^½.

With b_n = [(n−l)(n+l+1)]^½ the recurrence becomes

x S_n = 2n S_n − b_n S_(n+1) − b_(n−1) S_(n−1).

The ordinary overlap follows from dr = (x/2k) dr/r:

O_nn = n/k, O_(n,n+1) = −b_n/(2k),

and all elements further from the diagonal vanish.

For the Hamiltonian H = T − Z/r, the Sturmian equation replaces the kinetic energy without any differentiation:

H S_n = [(nk−Z)/r − k²/2] S_n,
H_mn = (nk−Z) δ_mn − (k²/2) O_mn.

Therefore

H_nn = nk/2 − Z, H_(n,n+1) = k b_n/4,

and H is tridiagonal too. For any energy E,

H_mn − E O_mn = (nk−Z) δ_mn − (E + k²/2) O_mn.

At E = −k²/2 this is diagonal. If also k = Z/n, one diagonal element vanishes and S_n is a hydrogenic bound state of energy −Z²/(2n²).

All these results need one common k; those for H also need the Coulomb potential. A screened potential such as e^(−r)/r couples distant functions as well, but the completeness of the basis does not depend on the potential.

**5. Completeness**

The polynomials L_p^a contain every degree once, so the span of the S_n is r^(l+1) e^(−kr) times all polynomials. Let f have finite ∫ f² dr/r and be orthogonal to every S_n with weight 1/r. Then

∫ f r^(l+j) e^(−kr) dr = 0, j = 0, 1, 2, …

Define

F(z) = ∫ f(r) r^l e^(−(k+z)r) dr.

By the Cauchy–Schwarz inequality,

|F(z)|² ≤ ∫ f² dr/r · ∫ r^(2l+1) e^(−2(k+Re z)r) dr.

The integral thus converges for Re z > −k and is analytic there. Its derivatives at z = 0 are, up to sign, the vanishing moments above. So F vanishes throughout this half-plane. On the imaginary axis F is the Fourier transform of the integrable function f r^l e^(−kr); hence f = 0 almost everywhere. The Sturmians are a complete orthonormal set for the weight 1/r, and their closure relation is

Σ_n S_n(r) S_n(r′) = r δ(r−r′).

If instead ∫ f² dr is finite and f is orthogonal to the S_n with unit weight, the moments contain r^(l+1+j). The same argument with one more power of r gives f = 0. The span is therefore also dense in the usual Hilbert space, where the S_n are not orthogonal.

**6. Convergence of energies**

Convergence in the mean does not by itself control the kinetic energy. Consider functions with u(0) = 0 and with u and u′ square integrable, and define

⟨u,v⟩_k = ∫ [u′v′ + l(l+1)uv/r² + k²uv] dr.

All terms are finite: integration by parts gives ∫u²/r² dr = 2∫uu′/r dr, so ∫u²/r² dr ≤ 4∫u′² dr by Cauchy–Schwarz. The boundary term vanishes at 0 because u² ≤ r∫₀^r u′² dr. Likewise ∫u² dr/r is finite, being an integral of u times u/r.

Integrating by parts and using the Sturmian equation,

⟨u,S_n⟩_k = 2nk ∫ u S_n dr/r.

A function orthogonal to all S_n in this energy product is zero by Section 5. The functions S_n/√(2nk) are therefore a complete orthonormal set here as well. With a_n = ∫uS_n dr/r,

⟨u,u⟩_k = Σ 2nk a_n² ≥ 2k(l+1) ∫ u² dr/r.

The expectation form of H is

½⟨u,u⟩_k − (k²/2)∫u² dr − Z∫u² dr/r.

Each term is bounded by a constant times ⟨u,u⟩_k. Expanding the lowest m bound states in the basis thus makes their m×m Hamiltonian and overlap matrices converge. The min–max principle keeps each Ritz energy at or above the corresponding eigenvalue, so the Ritz energies converge to the bound levels from above.

For hydrogen with l = 1 and k = 0.3 bohr⁻¹, four functions give a 2p energy of −0.124815 hartree, and eight give −0.12499997, against −0.125. With 20 functions, 11 of the 20 levels are positive. The operator H still has a continuous spectrum; a finite square-integrable basis represents it by such pseudostates. What is absent is any need for continuum functions in the basis.

**7. Why the charge spectrum is discrete**

At fixed negative energy the electron is in a forbidden region at large r, whatever the finite charge. A solution there grows or decays, so no oscillating waves arise. The operator statement uses

K = r^(−½) (T+k²/2)^(−1) r^(−½).

The Sturmian equation gives K(r^(−½)S_n) = r^(−½)S_n/(nk). The functions r^(−½)S_n are a complete orthonormal set with unit weight. The spectrum of K consists of the numbers 1/(nk) and their limit point 0, which is not an eigenvalue. There is no continuous band.

This can be checked without the Sturmians. The functions √r I_(l+½)(kr) and √r K_(l+½)(kr), built from modified Bessel functions, solve (T+k²/2)u = 0; one is regular at 0 and the other decays. Their Wronskian is −1, while the Green function must have a slope jump of −2. The kernel of K is therefore

2 I_(l+½)(kr_<) K_(l+½)(kr_>),

where r_< and r_> are the smaller and larger radius. The double integral of the square of this kernel equals the sum of all squared eigenvalues. No eigenvalue is 0, because Kf = 0 means (T+k²/2)^(−1)(r^(−½)f) = 0, and applying T+k²/2 gives f = 0. An eigenfunction missing from our list would therefore make the integral exceed Σ_(n>l) 1/(nk)². For l = 0, both sides times k² are 1.6449341; for l = 1, both are 0.6449341. Agreement to seven decimals excludes any missing eigenvalue larger than about 2×10⁻⁴/k; that no smaller one is missing rests on the proof in Section 5.

A direct expansion shows the same completeness at work. The function r² exp(−r²/2), with r in bohr, is in no finite Sturmian span. With l = 1, k = 1 bohr⁻¹ and 20 functions, the missing fraction of its squared norm is 5.65×10⁻⁷ with weight 1/r, 7.95×10⁻⁷ with unit weight, and 5.60×10⁻⁶ in the energy norm.

**8. Worked example: the polarizability of hydrogen**

Take a nonrelativistic atom with a fixed nucleus, Z = 1, in a field ℱ along z. The perturbation is ℱz, and the energy shift defines α through −½αℱ². The ground state has E₀ = −½ and u_1s = 2re^(−r). With Y_lm the spherical harmonics, zY₀₀ = rY₁₀/√3, so the first-order function is −ℱ v(r)Y₁₀/(√3 r), where

(H + ½) v = g, g = r u_1s = 2r²e^(−r), l = 1.

The second-order energy is −(ℱ²/3)∫gv dr, hence

α = (2/3) ∫ g v dr.

Expand v = Σ c_n S_n and set d_n = ∫gS_n dr. Projection gives (H+O/2)c = d. For k = 1, Section 4 makes this matrix diagonal with elements n−1, so

α = (2/3) Σ_n d_n²/(n−1).

The first function is S₂ = 4r²e^(−r)/√6, so g = (√6/2)S₂. The tridiagonal overlap then leaves two coefficients:

d₂ = (√6/2)·2 = 2.449490,
d₃ = (√6/2)·(−1) = −1.224745.

Therefore

α = (2/3)(6/1 + 1.5/2) = 4.0 + 0.5 = 4.5 bohr³,

or 0.66683 Å³. These digits belong to the fixed-nucleus model: the finite proton mass m_p multiplies α by (1+m_e/m_p)³, with m_e the electron mass, giving 4.5074 bohr³ or 0.6679 Å³. The two-term answer is exact in this model. Indeed c₂ = √6 and c₃ = −√6/4 give

(H+½)v = [√6 S₂ − (√6/2)S₃]/r,

and the recurrence 2rS₂ = 4S₂ − 2S₃ turns the right side into (√6/2)S₂ = g.

The same two functions can be combined into pseudostates. Their matrices are H₂₂ = 0, H₃₃ = ½, H₂₃ = ½ and O₂₂ = 2, O₃₃ = 3, O₂₃ = −1. The determinant condition is

(−2E)(½−3E) − (½+E)² = 5E² − 2E − ¼ = 0,

with roots −0.1 and +0.5 hartree. The coefficient vectors are (2,−1) and (1,1), with squared norms 15 and 3. Their squared overlaps with g, after normalization, are 37.5/15 = 2.5 and 1.5/3 = 0.5. Dividing by the excitation energies 0.4 and 1.0 and multiplying by 2/3 gives 4.1667 and 0.3333 bohr³. Neither pseudostate is an eigenstate of H: −0.1 hartree is none of the levels −1/(2n²), and at +0.5 hartree the true solutions oscillate out to infinity, whereas the pseudostate decays. The sum of the two contributions, not each one, is the physical result.

For k ≠ 1 no finite basis contains v, but the value converges to the same α as the basis grows. With k = 0.7 bohr⁻¹, one function gives 4.3225, four give 4.4984 and eight give 4.4999999 bohr³. The approach is from below: for l = 1 the bound in Section 6 with k = 1 gives

⟨v|H+½|v⟩ ≥ ¼⟨v,v⟩₁.

So H+½ is positive, and (2/3)[2∫gv dr − ⟨v|H+½|v⟩] has its maximum α at the true v. A larger basis can only raise the restricted maximum. The functional is continuous in the energy norm, in which the Sturmians of any k are complete by Section 6, so the restricted maximum tends to α.

**9. The hydrogen bound states by comparison**

By Section 4, a normalized bound state is u_n = (√Z/n)S_n evaluated at k = Z/n. Its exponent changes with n. The bound states therefore do not span all polynomials times one exponential, and the proof of Section 5 does not apply.

Their incompleteness shows up in g. Its squared norm is 3 bohr², of which the bound p states hold 2.1498, or 71.7 %. To find the rest, let κ be the wavenumber of a continuum state with energy κ²/2. Replacing k by iκ and νk by 1 in Section 2 gives the regular wave

u = r² e^(−iκr) M(2+i/κ, 4, 2iκr),

where M is the confluent hypergeometric series. Integrating ∫r³ e^(−pr) M(A,4,λr) dr term by term gives 6p^(−4) times the binomial series of (1−λ/p)^(−A), that is 6p^(A−4)(p−λ)^(−A), when |λ| < |p|. Take A = 2+i/κ, λ = 2iκ and p = s+iκ. The series then converges for large s. The integrand is r u e^(−sr) with u bounded, so the integral, like the closed form, is analytic for Re s > 0, and the result holds for all s > 0. It is

6 exp[−(2/κ) arctan(κ/s)]/(s²+κ²)².

Applying −2 d/ds at s = 1 supplies the factor 2r in the integrand:

∫gu dr = 24 exp[−2 arctan(κ)/κ]/(1+κ²)³.

For large |z|, M(A,4,z) ≈ 6[e^z z^(A−4)/Γ(A) + (−z)^(−A)/Γ(4−A)]. With z = 2iκr and the factor r²e^(−iκr), the two terms are complex conjugates, each of modulus 6e^(−π/(2κ))/[4κ²|Γ(2+i/κ)|]. Their sum oscillates with twice this modulus, so u has the asymptotic amplitude

B = 3e^(−π/(2κ))/[κ²|Γ(2+i/κ)|].

Waves of unit amplitude have inner product (π/2)δ(κ−κ′), so the weight per unit κ is (2/π)(∫gu dr)²/B². Using |Γ(2+iy)|² = (1+y²)πy/sinh(πy) with y = 1/κ, it becomes

256κ exp[−4 arctan(κ)/κ] / {(1+κ²)⁵ [1−exp(−2π/κ)]}.

Its integral is 0.8502 bohr², which completes the norm to 3.0000. In the polarizability each weight is divided by its excitation energy, (1+κ²)/2 in the continuum, and multiplied by 2/3. The bound states then give 3.6633 and the continuum 0.8367 bohr³, together 4.5000.

The complete sum over hydrogen eigenstates and the two-term Sturmian sum describe the same response. The Sturmian sum is short because its exponent can be matched to the 1s state, whose field-induced distortion decays as e^(−r) times a polynomial. The numerical check compares the matrix formulas with direct quadrature and the two routes to α with each other.

Computed values

```
Matrix tests: k = 1.3 1/bohr, Z = 2.0, l = 0,1,2, size 6
  largest deviation, weighted: 3.4e-13 a.u.
  largest deviation, overlap: 1.3e-13 a.u.
  largest deviation, hamiltonian: 5.7e-12 a.u.
  largest deviation, energy: 1.3e-11 a.u.
k^2 * double integral of squared kernel | sum of 1/n^2 over n > l
  l = 0: 1.6449341 | 1.6449341
  l = 1: 0.6449341 | 0.6449341
  l = 2: 0.3949341 | 0.3949341
r^2 exp(-r^2/2), l = 1, k = 1 1/bohr: missing fraction of squared norm
  N: 1/r-weighted, plain, energy
  5: 5.97e-03, 1.25e-02, 1.95e-02
  10: 1.51e-04, 4.07e-04, 8.30e-04
  20: 5.65e-07, 7.95e-07, 5.60e-06
Hydrogen 2p, 3p, 4p energies (hartree), k = 0.3 1/bohr
  N = 4: -0.12481482, -0.05555524, -0.03101657; positive levels: 1
  N = 8: -0.12499997, -0.05555556, -0.03125000; positive levels: 3
  N = 20: -0.12500000, -0.05555556, -0.03125000; positive levels: 11
  -1/(2n^2): -0.12500000, -0.05555556, -0.03125000
Hydrogen polarizability, k = 1 1/bohr, two Sturmians
  d_2 = 2.449490, d_3 = -1.224745 a.u.
  terms n = 2, 3: 4.000000, 0.500000 bohr^3
  alpha = 4.50000000 bohr^3
  pseudostate at -0.100000 hartree contributes 4.166667 bohr^3
  pseudostate at 0.500000 hartree contributes 0.333333 bohr^3
Same quantity with k = 0.7 1/bohr (bohr^3)
  N = 1: 4.32248846
  N = 2: 4.48627134
  N = 4: 4.49838889
  N = 8: 4.49999991
  N = 14: 4.50000000
Hydrogen eigenstates instead: bound, continuum, total
  squared norm of r*u_1s (bohr^2): 2.14976, 0.85024, 3.00000
  polarizability (bohr^3): 3.66326, 0.83674, 4.50000
  bound share of squared norm: 71.66 %
  bound share of polarizability: 81.41 %
Polarizability volume: 0.66683 cubic angstrom
```
